Bipolar Heat Conduction by Electrons and Holes, Derived Two Ways

## First half: two conducting channels in parallel

### What dimensions and symmetry fix

A solid contains electrons and holes, with electrical conductivities σ_e and σ_h and Seebeck coefficients S_e and S_h. A temperature difference is applied and no net electric current is allowed to flow. Beyond the heat that each kind of carrier would conduct alone, there is an extra thermal conductivity κ_b caused by the presence of both. Much of its form follows before any equation is solved.

Suppose the same constant s is added to both Seebeck coefficients. The open-circuit field then shifts by s times the temperature gradient, and this restores the drive on each carrier to its old value, so neither current changes. The heat carried per unit charge, which is shown below to be T S, rises by T s for both carriers. The extra heat flow is T s times the total current, which is zero. Hence κ_b can depend on S_e and S_h only through their difference.

The available quantities are now T, S_e − S_h, σ_e and σ_h. Their units are K, V/K and A/(V m), and κ_b has the unit W/(m K) = A V/(m K). In a product σ^a (S_e − S_h)^b T^c, the ampere requires a = 1. The volt requires −1 + b = 1, so b = 2. The kelvin requires −2 + c = −1, so c = 1. One dimensionless ratio, σ_h/σ_e, remains free, and therefore

κ_b = T (S_e − S_h)² σ_e φ(σ_h/σ_e).

The function φ follows from the geometry of the flow. With no net current, any charge that travels through the electron channel must return through the hole channel. The two channels form a loop, and in a loop the resistivities add in series. The effective conductivity is thus the reciprocal of 1/σ_e + 1/σ_h, which suggests

κ_b = T (S_e − S_h)² σ_e σ_h/(σ_e + σ_h).

This is a reasoned expectation. The factor of one in front, and the conditions under which the formula holds, need a derivation.

### Currents and heat flows of one channel

Let everything vary along x only, and let a prime denote d/dx. The solid is isotropic, there is no magnetic field, and the gradients are small enough for a linear response. Electrons, holes and lattice share one local temperature T(x).

Let Φ be the electrochemical potential per unit positive charge. It includes the electrostatic potential and the effect of carrier concentration, and it is what a voltmeter compares. For the moment both carriers have the same Φ. With E = −Φ′, the electric current density of channel i (i = e or h) is

J_i = σ_i (E − S_i T′).

This defines S_i with its sign: when channel i alone carries no current, E = S_i T′. Electrons have S_e < 0 and holes have S_h > 0. The heat flow of the channel is also linear in the two drives, and it can be written

q_i = Π_i J_i − κ_i T′,

where Π_i is the heat carried per unit charge and κ_i is the thermal conductivity of channel i at zero current in that channel.

The coefficients Π_i and S_i are related. In a steady state with uniform J, the energy flow q + ΦJ of a single channel is uniform, so q′ = −Φ′J = EJ. The entropy flow is q/T, and the entropy produced per unit volume and time is its divergence:

(q/T)′ = q′/T − q T′/T² = J (E/T) + q (−T′/T²).

The fluxes J and q are therefore paired with the forces X₁ = E/T and X₂ = −T′/T². Substituting E = T X₁ and T′ = −T² X₂ gives

J = σT X₁ + σS T² X₂,

q = ΠσT X₁ + (ΠσS + κ) T² X₂.

Onsager symmetry, which expresses the reversibility of the microscopic motion, makes the two cross coefficients equal: σS T² = ΠσT. Hence

Π_i = T S_i, and q_i = T S_i J_i − κ_i T′.

The channels are taken to be independent: the current in one depends on the forces acting on that channel and not on the velocity of the other carriers.

### Zero total current

The condition J_e + J_h = 0 reads

σ_e (E − S_e T′) + σ_h (E − S_h T′) = 0.

Collecting the terms in E gives the open-circuit field,

E = [(σ_e S_e + σ_h S_h)/(σ_e + σ_h)] T′.

The net Seebeck coefficient is thus the conductivity-weighted mean of the two. The drive on the electrons is

E − S_e T′ = [(σ_e S_e + σ_h S_h − σ_e S_e − σ_h S_e)/(σ_e + σ_h)] T′ = [σ_h (S_h − S_e)/(σ_e + σ_h)] T′.

Write ΔS = S_h − S_e, which is positive here, and σ_r = σ_e σ_h/(σ_e + σ_h). Multiplying the drive by σ_e gives

J_e = σ_r ΔS T′, J_h = −σ_r ΔS T′.

Let the temperature rise to the right, T′ > 0. Then J_e is positive, and since electrons carry negative charge they move to the left. J_h is negative, and holes carry positive charge, so they also move to the left. Both species run from hot to cold. Their charges cancel, while the heat they carry adds.

The sum of the two heat flows is

q = T S_e J_e + T S_h J_h − (κ_e + κ_h) T′ = −T ΔS J_e − (κ_e + κ_h) T′,

where J_h = −J_e was used. Inserting J_e gives

q = −[κ_e + κ_h + T ΔS² σ_r] T′.

The lattice conducts in parallel and adds κ_lat. The thermal conductivity at zero net current is therefore

κ = κ_lat + κ_e + κ_h + κ_b,

κ_b = T (S_e − S_h)² σ_e σ_h/(σ_e + σ_h).

The entropy balance confirms the factor. For one channel, inserting q = T S J − κT′ into the production rate gives J(E − S T′)/T + κT′²/T², and the first term equals J²/(σT). The counterflow thus produces entropy at the rate

J_e²/(σ_e T) + J_h²/(σ_h T) = J_e²/(σ_r T) = σ_r ΔS² T′²/T.

A thermal conductivity κ_b produces κ_b T′²/T². Equating the two gives κ_b = T σ_r ΔS² again. The bipolar term is the thermal face of ohmic dissipation in a current loop that no ammeter in the external circuit registers.

### Meaning and limits

The term is never negative. It vanishes when S_e = S_h, since nothing then drives the loop, and when either conductivity is zero, since the loop is then open. If σ_e is much larger than σ_h, then σ_r approaches σ_h and the scarcer or slower carrier sets the size of the effect. Nothing in the algebra required opposite signs of S. Two electron bands with different Seebeck coefficients also have such a term, but opposite signs make the difference large.

Each pair that arrives at the cold side delivers the heat e T ΔS, where e is the elementary charge: the pair flow is |J_e|/e and the heat flow is T ΔS |J_e|. Pairs must be created at the hot side and must disappear at the cold side to keep this going. The assumption of a common Φ contains that requirement, and it can fail.

### When pairs cannot recombine quickly

Let the electrons and holes now have separate electrochemical potentials Φ_e and Φ_h. The channel currents become

J_e = −σ_e (Φ_e′ + S_e T′), J_h = −σ_h (Φ_h′ + S_h T′).

Let u = Φ_h − Φ_e. A positive u means an excess of pairs over local equilibrium, hence net recombination. For small u the charge passed from the hole channel to the electron channel per unit volume and time is g u, with g > 0. In a steady state

J_e′ = g u, J_h′ = −g u.

Consider a slab between x = −L/2 and x = L/2 whose contacts pass heat but no charge. Then J_h = −J_e everywhere. Solving the two current equations for the potential gradients and subtracting,

u′ = J_e (1/σ_e + 1/σ_h) − ΔS T′ = J_e/σ_r − ΔS T′.

The energy flow W is uniform. It contains the products Φ_i J_i, whose sum is −u J_e; this is of second order in the small gradients and is dropped. With K₀ = κ_lat + κ_e + κ_h, and with T in the coefficients replaced by the mean temperature,

W = −K₀ T′ − T ΔS J_e, so T′ = −(W + T ΔS J_e)/K₀.

Inserting this T′ into the equation for u′, multiplying by σ_r and writing b = κ_b/K₀ gives

(1 + b) J_e = σ_r u′ − σ_r ΔS W/K₀.

Since u = J_e′/g, the first term on the right is λ² J_e″ with λ² = σ_r/g. Therefore

λ² J_e″ = (1 + b)(J_e − J_∞), J_∞ = −σ_r ΔS W/[K₀(1 + b)].

If the contacts also allow no recombination, J_e vanishes at both ends. With ℓ = λ/√(1 + b) the solution is

J_e = J_∞ [1 − cosh(x/ℓ)/cosh(L/2ℓ)].

The integral of cosh(x/ℓ) over the slab is 2ℓ sinh(L/2ℓ), so the mean of J_e is J_∞ R, where

R = 1 − tanh(y)/y, y = L/(2ℓ) = L√(1 + b)/(2λ).

The temperature drop is the integral of −T′, namely (L/K₀)(W + T ΔS J_∞ R). From the definition of J_∞, T ΔS J_∞ = −W b/(1 + b). The effective conductivity, W L divided by the drop, is

κ_eff = K₀/[1 − bR/(1 + b)].

For L much larger than λ, R tends to 1 and κ_eff to K₀(1 + b) = K₀ + κ_b. For small y, tanh y ≈ y − y³/3, so R ≈ y²/3 and the gain over K₀ is approximately κ_b L²/(12λ²). A thin slab with such contacts loses nearly the whole bipolar term.

If instead the contacts recombine pairs so strongly that u = 0 at both ends, then u = 0 and J_e = J_∞ throughout satisfies every equation. The full κ_b is present at any thickness for which transport is still diffusive and the carriers and the lattice still share one temperature. The thickness alone does not decide the matter; the contacts do as well.

Both results were tested by solving for Φ_e, Φ_h and T on a chain of 400 cells, in dimensionless units with σ_e = 3, σ_h = 1, S_e = −1, S_h = 1.5, K₀ = 2, T = 1 and L = 1. For λ = 0.1, 0.3 and 2 the conductivity agreed with the formula for each kind of contact to within one part in a thousand.

### The recombination length

For nondegenerate carriers of densities n and p, the product of the densities is its equilibrium value times exp(eu/kT), where k is Boltzmann's constant. Charge neutrality gives both species the same excess δ. To first order,

(n + δ)(p + δ) − np = (n + p) δ = np eu/kT.

If the excess decays with lifetime τ, then g u = eδ/τ, and

g = e² np/[(n + p) kT τ].

With mobilities μ_e and μ_h, σ_e = e n μ_e and σ_h = e p μ_h, so σ_r = e np μ_e μ_h/(n μ_e + p μ_h). Dividing by g,

λ² = D_a τ, D_a = (kT/e) μ_e μ_h (n + p)/(n μ_e + p μ_h).

D_a is the ambipolar diffusivity, which governs the joint spreading of electrons and holes. Between contacts that do not recombine pairs, the thickness of the slab must therefore be compared with the distance a pair diffuses in its lifetime.

## Second half: one average over all energies

### Symbols and results carried over

E is minus the gradient of the electrochemical potential per unit charge, T′ the temperature gradient, J the electric current density and q the heat flow. Channel i has conductivity σ_i, signed Seebeck coefficient S_i and thermal conductivity κ_i at zero current in that channel. The first half gave κ_b = T ΔS² σ_r, with ΔS = S_h − S_e and σ_r = σ_e σ_h/(σ_e + σ_h), provided that electrons and holes share one electrochemical potential. It also gave the recombination length λ = (D_a τ)^½. The same κ_b is now obtained without splitting the carriers into channels until the last step.

### The current at each energy

All electrons, in the conduction and the valence band, are described by one equilibrium distribution

f₀ = 1/{exp[(ε − μ)/kT] + 1},

where ε is the total energy of a state and μ = −eΦ is the electrochemical potential of the electrons, so μ′ = −eΦ′ = eE. In the conduction band ε = E_c(x) + w, where w is the kinetic energy. The band edge E_c may vary with position, through the electrostatic potential and also because the gap depends on temperature.

In the relaxation-time approximation the distribution departs from f₀ by

δf = −τ_s (v ∂f₀/∂x − E_c′ ∂f₀/∂p_x),

with v the velocity along x, p_x the momentum along x, −E_c′ the force and τ_s the scattering time. Differentiating f₀ at fixed momentum gives

∂f₀/∂x = (∂f₀/∂ε)[E_c′ − μ′ − (ε − μ)T′/T].

Also ∂f₀/∂p_x = v ∂f₀/∂ε. The two terms in E_c′ cancel, leaving

δf = −τ_s v (−∂f₀/∂ε)[μ′ + (ε − μ)T′/T].

The same cancellation occurs in the valence band with edge E_v. The slope of a band edge thus has no separate effect, and within this model the gap that enters the transport coefficients is the gap at the local temperature. The model treats the edges as single-particle levels and leaves with the lattice the vibrational entropy that makes the gap shrink on heating. If that entropy travelled with the pair, E_g in the heat per pair would become E_g − T dE_g/dT, about 0.81 eV for germanium at 800 K, and κ_b would more than double. This was tested by numerical differentiation for nondegenerate electrons with E_c − μ = 3kT and three slopes of the edge (0, −3 and 5, in units of k times the temperature gradient). With τ_s ∝ w^(−1/2) the Seebeck coefficient stayed at −5k/e to within 0.001 k/e.

Multiply δf by −e v and sum over states. With the non-negative weight Σ(ε) = e² × (density of states) × (mean v² along x) × τ_s, and μ′ = eE, the current is

J = ∫ Σ(−∂f₀/∂ε)[E + (ε − μ)T′/(eT)] dε.

An electron carries the heat ε − μ and the charge −e, so the heat flow is

q = −(1/e) ∫ Σ(−∂f₀/∂ε)(ε − μ)[E + (ε − μ)T′/(eT)] dε.

### Thermal conductivity as a variance

Let σ = ∫ Σ(−∂f₀/∂ε) dε, and let ⟨A⟩ be the average of A with the weight Σ(−∂f₀/∂ε)/σ. Then

J = σ[E + ⟨ε − μ⟩T′/(eT)].

Comparison with J = σ(E − S T′) gives S = −⟨ε − μ⟩/(eT). At J = 0 the field is E = −⟨ε − μ⟩T′/(eT). Substitution into q gives

q = −[σ/(e²T)] [⟨(ε − μ)²⟩ − ⟨ε − μ⟩²] T′.

The bracket is the variance of the energy, so the electronic thermal conductivity is

κ_el = σ Var(ε)/(e²T).

The weight is now divided between the bands. Let a = σ_e/σ and c = σ_h/σ, with a + c = 1. Let m_e and m_h be the mean energies within each band and V_e and V_h the variances within each band. The mean square energy is a(V_e + m_e²) + c(V_h + m_h²), and the mean is a m_e + c m_h. Hence

Var(ε) = aV_e + cV_h + a m_e² + c m_h² − (a m_e + c m_h)².

Since a − a² = ac and c − c² = ac, the last three terms combine to ac(m_e − m_h)². Multiplying by σ/(e²T),

κ_el = σ_e V_e/(e²T) + σ_h V_h/(e²T) + [σ_e σ_h/(σ_e + σ_h)] (m_e − m_h)²/(e²T).

The first two terms are κ_e and κ_h, as the variance formula applied to one band shows. Each band has m_i − μ = −eT S_i, so m_e − m_h = eT ΔS, and the last term is T ΔS² σ_r = κ_b. The bipolar conductivity is the part of the energy variance that lies between the bands.

### What a pair carries

For nondegenerate carriers −∂f₀/∂ε falls as exp(−w/kT). In a parabolic band the density of states varies as w^½ and v² as w. If τ_s ∝ w^r, the averaging weight is w^(r+3/2) exp(−w/kT). Its mean is (r + 5/2)kT and its mean square is (r + 7/2)(r + 5/2)(kT)², so its variance is (r + 5/2)(kT)². Valence-band energies are counted downward from E_v. Therefore

S_e = −(k/e)[(E_c − μ)/kT + r + 5/2],

S_h = +(k/e)[(μ − E_v)/kT + r + 5/2],

e T ΔS = E_g + (5 + 2r)kT, with E_g = E_c − E_v.

The chemical potential has dropped out of ΔS. For scattering by acoustic phonons the rate follows the density of final states, so r = −1/2. A pair then carries E_g + 4kT, and κ_i = 2(k/e)² σ_i T for each band.

Doping at fixed temperature leaves np unchanged in a nondegenerate semiconductor. With mobilities also held fixed, σ_e σ_h is constant and κ_b varies as 1/(σ_e + σ_h). Because (√σ_e − √σ_h)² ≥ 0, that sum is smallest when the two conductivities are equal. There κ_b exceeds its intrinsic value by the factor (μ_e + μ_h)/(2√(μ_e μ_h)).

### Germanium near 800 K

The following inputs are rough typical values: gap 0.45 eV, density-of-states masses 0.55 and 0.35 electron masses for electrons and holes, mobilities 750 and 200 cm²/Vs, and lattice conductivity 18 W/(m K). Scattering is taken as acoustic. With kT = 0.0689 eV the gap is 6.53 kT. The effective densities of states are N_c = 4.46×10¹⁹ and N_v = 2.26×10¹⁹ cm⁻³, and the intrinsic density is

n_i = (N_c N_v)^½ exp(−6.53/2) = 1.2×10¹⁸ cm⁻³.

Multiplication by e and the mobilities gives σ_e = 146 and σ_h = 38.9 S/cm. Then

σ_r = 146 × 38.9/(146 + 38.9) = 30.7 S/cm = 3070 S/m,

ΔS = (k/e)(6.53 + 4) = 907 µV/K,

κ_b = 800 K × (907×10⁻⁶ V/K)² × 3070 S/m = 2.0 W/(m K).

Each pair carries 0.73 eV. The two bands by themselves conduct 0.22 W/(m K), about a ninth of the bipolar term. The total is 20.2 W/(m K), of which the bipolar part is 10 %. The ratio κ_el/(σT) is 20.4 (k/e)², against 2 (k/e)² for the single-band parts, so an estimate of electronic heat from the electrical conductivity alone would be low by a factor of ten with that single-band ratio, or by a factor of six with the metallic value π²/3 (k/e)². Where electrons and holes share one potential, a gradient of 1 K/µm drives a hidden loop current of about 280 A/cm². In a 100 µm slab whose contacts do not recombine pairs, with the 1 µs lifetime used below, the same mean gradient gives only about 110 A/cm² at the centre, and eu/kT reaches about 0.5, so u is no longer small.

With these mobilities the best doping, which is p-type, raises κ_b by a factor 1.23 for nondegenerate carriers (1.22 with Fermi–Dirac statistics). Donors at 10¹⁹ cm⁻³ reduce the hole density to 1.3×10¹⁷ cm⁻³ and κ_b to 0.29 W/(m K), with Fermi–Dirac statistics, unchanged mobilities and an unchanged gap. Doping this heavy also narrows the gap, which was left out; a narrowing of 0.025 eV would give 0.38 W/(m K) and one of 0.047 eV would give 0.49. For the intrinsic and this doped case, the variance integral over both bands agreed with κ_e + κ_h + κ_b to within one part in 10⁵.

A rough lifetime of 1 µs and D_a = 21.8 cm²/s give λ = 47 µm. Between contacts that do not recombine pairs, a 1 µm film gains 8×10⁻⁵ W/(m K), a 100 µm slab 0.53 and a 1 mm slab 1.8, with the lattice conductivity held at 18 W/(m K). Contacts that keep u = 0 restore 2.0 in each case. For the 1 µm film this is a severe demand: the surface recombination velocity (pairs lost per unit area and time, divided by the excess density) must be well above 2D_a/L, about 4×10⁵ cm/s. The electron mean free path is roughly 30 nm, so electron transport across the 1 µm film is still diffusive.

### How far real germanium departs from the model

One assumption is purely acoustic scattering. At 800 K optical phonons also scatter the carriers, and the exponent r need not be exactly −1/2. For nonpolar optical phonons of about 37 meV acting on both bands the change is small and downward: the mean kinetic energy per carrier falls from 2kT to between about 1.98 and 1.86 kT as their share of the scattering grows, which lowers κ_b by 1 to 5 % with the mobilities held. As a trial of the sensitivity to the exponent itself, not an estimate of the optical-phonon effect, r = 0 instead of −1/2, with the mobilities held, raises κ_b by 20 %. The gap matters mainly through the carrier density, partly offset by the heat per pair: lowering it by 0.02 eV raises κ_b by 9 %, and keeping the room-temperature value of about 0.66 eV would give 0.73 W/(m K). Higher conduction valleys, placed roughly 0.18 eV up, given a density-of-states mass of one electron mass and treated as immobile, hold 0.18 times as many electrons as the lowest ones. They raise the hole density, and κ_b rises by 5 %. This is a low estimate. If these valleys conduct with 30 % of the lowest-valley mobility they add to the spread of energies, and the rise is 10 %. With a mass of about 1.6, closer to that of six such valleys, it is 9 % if they are immobile and 19 % at that mobility. Nonparabolicity of 0.5 per eV lowers κ_b by 3 % through the heat per electron, but it also raises the density of states and with it the carrier density, by about 6 %; with the mobilities held, the net change is a rise of about 3 %. Fermi–Dirac statistics lower κ_b by 1 %. The result is therefore about 2 W/(m K), uncertain by some tens of per cent even before the rough mobilities are questioned. The lifetime is less certain still, and the film values depend on it directly. The ellipsoidal valleys of germanium add no term of their own as long as the scattering times along and across a valley vary in the same way with energy. Equivalent valleys then share one Seebeck coefficient S_e, so the heat carried with their currents is T S_e times the total electron current, however that current is divided among them.

Friction between electrons and holes was also left out. Let v_e and v_h be their velocities and γ a friction constant. The mean force balances, divided by e, are

−(E − S_e T′) − v_e/μ_e − γp(v_e − v_h) = 0,

(E − S_h T′) − v_h/μ_h − γn(v_h − v_e) = 0.

Zero current means n v_e = p v_h. For n = p the velocities are equal and the friction vanishes, so within this model the formula holds with the friction-free mobilities. The model follows only the mean velocities; a friction that acts differently on carriers of different energy need not cancel exactly. In the doped case the velocities differ. A friction with γn_i = 0.1/μ_e, chosen for illustration, reduces the pair flow there by 18 %.

### What each derivation assumes

Both derivations assume linear response, one local temperature for all carriers, and currents that do not drag one another. They differ in what else they need and in what they supply.

The channel derivation takes σ_i, S_i and κ_i as given. It needs Onsager symmetry to turn a Seebeck coefficient into a heat per unit charge, but no band shape and no scattering law. It therefore still applies when scattering within a band is inelastic and has no simple relaxation time. It also allows the two carriers to have different electrochemical potentials, and so it can describe the loss of the bipolar term in a slab where pairs do not recombine. It cannot say how large ΔS is.

The energy average needs a relaxation time at each energy and a single distribution f₀ for both bands. A common electrochemical potential, which recombination in the solid or at its contacts must maintain, is thereby built in from the start, and the averaging gives no sign of its failure. In return, the relation Π = TS comes out of the calculation without an appeal to Onsager symmetry, the positive sign of κ_b is evident because a variance cannot be negative, and the heat per pair follows from the gap and the scattering law. It also shows that the division of κ_el into κ_e, κ_h and κ_b is bookkeeping: the variance over all energies is the same wherever the line between groups of states is drawn. The values for the germanium case are collected in the numerical output.

Values computed for the example and the checks

```
Temperature: 800 K; kT: 0.06894 eV
Gap at this temperature (rough): 0.45 eV; gap/kT: 6.528
Density-of-states masses e, h (rough): 0.55, 0.35 m0
Mobilities e, h (rough): 750, 200 cm2/Vs
Lattice conductivity (rough): 18.0 W/(m K)
Effective densities Nc, Nv: 4.457e+19, 2.263e+19 cm^-3
Intrinsic density: 1.215e+18 cm^-3
sigma_e, sigma_h: 145.9, 38.9 S/cm
sigma_e sigma_h/(sigma_e+sigma_h): 30.72 S/cm
S_e, S_h: -482.8, 424.4 uV/K
S_h - S_e: 907.2 uV/K
Net Seebeck: -291.8 uV/K
Heat per pair, T(S_h-S_e): 0.7258 eV
Bipolar conductivity: 2.023 W/(m K)
kappa_e + kappa_h: 0.220 W/(m K)
Total conductivity: 20.24 W/(m K)
Bipolar share of total: 10.0 %
Lorenz number, single-channel parts: 2.00 (k/e)^2
Lorenz number with bipolar part: 20.42 (k/e)^2
Circulating current at 1 K/um: 278.7 A/cm2
Best doping, kappa_b over intrinsic: 1.226
Donors: 1.0e+19 cm^-3; n, p: 1.013e+19, 1.341e+17 cm^-3
Bipolar conductivity, doped, same mobilities: 0.288 W/(m K)
Lifetime (rough): 1.0 us
Ambipolar diffusivity: 21.77 cm2/s
Recombination length: 46.7 um
Nonrecombining contacts, L = 1 um: gain 7.74e-05 W/(m K)
Nonrecombining contacts, L = 100 um: gain 0.529 W/(m K)
Nonrecombining contacts, L = 1000 um: gain 1.83 W/(m K)
Electron mean free path (mass 0.12 m0, rough): 31 nm
Changes of kappa_b from neglected effects:
  Fermi-Dirac statistics: -1.3 %
  nonparabolicity 0.5 /eV, heat per electron: -3.0 %
  scattering exponent 0 instead of -1/2: +19.9 %
  gap smaller by 0.02 eV: +9.3 %
  room-temperature gap 0.66 eV kept: kappa_b = 0.733 W/(m K)
  upper valleys at 0.18 eV, mass 1.0 m0, taken immobile:
    upper/lower electron ratio 0.180; change +4.7 %
  e-h friction, 10 % of electron friction at intrinsic density:
    intrinsic 0.0 %; doped -17.8 %
```
